# Cancelling divergences in the fourth-order relativistic energy of hydrogen-like 1s

An electron in the 1s state of a one-electron ion has a finite probability density at the nucleus, where its local kinetic energy, the total energy minus the potential energy, grows without limit. The Pauli correction of order $c^{-2}$ still has a finite expectation value, but it cannot be carried to second order: it sends the electron into states of arbitrarily high momentum, and the sum over them diverges. The Dirac energy of a point nucleus nevertheless has a finite $c^{-4}$ term. The missing part comes from further operators of order $c^{-4}$, taken in first order, which diverge as well.

Atomic units are used and the rest energy is removed. The nucleus has charge $Z$ and infinite mass, and radiative corrections are left out. To give every term a meaning, replace $-Z/r$ by a regular central potential $V(r)$ that differs from it appreciably only at distances up to a few times a length $a$. The expansion in $1/c$ is made at fixed $a$, and $a\to0$ is taken afterwards. With $H_0=p^2/2+V$, the $c^{-4}$ coefficient is

$$E_4=E_{so}+E_{fo},\qquad E_{so}=\langle H_2GH_2\rangle,\qquad E_{fo}=\langle H_4\rangle ,$$

where $G=Q(E-H_0)^{-1}Q$ and $Q$ projects out the ground state $\varphi$ of energy $E$. The claim is that both parts diverge while $E_4\to-Z^6/16$ for any cutoff shape in which $|V|$ and $|V'|$ stay bounded by constants times $1/r$ and $1/r^2$ uniformly in $a$, that is, a core no deeper than order $Z/a$. The condition is needed: for a core of depth of order $1/a^2$, such as the one belonging to $\varphi\propto\exp\left(-Z\sqrt{r^2+a^2}+0.3e^{-r^2/a^2}\right)$, both $E_2$ and $E_4$ grow without limit as $a\to0$.

## A family of regular potentials

It is convenient to choose the wavefunction first:

$$\varphi=Ne^{-Zs},\qquad s=(r^n+a^n)^{1/n},\qquad n=2\text{ or }4 .$$

Define $K=E-V$ and $\eta=\varphi'/\varphi=-Z(r/s)^{n-1}$. The Schrödinger equation $\varphi''+2\varphi'/r=-2K\varphi$, divided by $\varphi$, reads

$$\eta'+\frac{2\eta}{r}+\eta^2=-2K, \tag{1}$$

and this defines $V$. Since $\eta\to-Z$ at large $r$, requiring $V\to0$ there fixes $E=-Z^2/2$ for every $a$. For $n=2$,

$$V=-\frac Zs-\frac{Za^2}{2s^3}-\frac{Z^2a^2}{2s^2}.$$

For both shapes $|\eta|\le Z$, while $|V|$ and $|V'|$ are bounded by constants times $1/r$ and $1/r^2$ near the nucleus, uniformly in $a$. These bounds will control the limit.

Let $\rho=4\pi r^2\varphi^2$, so that $\langle F\rangle=\int_0^\infty\rho F\,dr$. Because $\rho'=\rho(2/r+2\eta)$,

$$\rho\left(F'+\frac{2F}{r}+2\eta F\right)=(\rho F)', \tag{2}$$

whose integral vanishes for the functions used here.

## First derivation: operators of the decoupled Hamiltonian

**The operators.** With $P=\sigma\cdot p$, the Dirac equation for upper and lower components is

$$V\phi+cP\chi=E\phi,\qquad cP\phi+(V-2c^2)\chi=E\chi .$$

Put $\chi=X\phi$. The first equation gives $E\phi=(V+cPX)\phi$. Inserting this in the second gives

$$2c^2X=cP+[V,X]-cXPX .$$

With $X=X_1/c+X_3/c^3+X_5/c^5+\dots$, successive orders yield

$$X_1=\tfrac12P,\quad X_3=\tfrac14[V,P]-\tfrac18P^3,\quad 2X_5=[V,X_3]-X_1PX_3-X_3PX_1 .$$

The norm of the four-component state is $\langle\phi|S|\phi\rangle$ with $S=1+X^\dagger X$. The Hamiltonian acting on the normalized function $S^{1/2}\phi$ is therefore $S^{1/2}(V+cPX)S^{-1/2}$. Let $D=[P,[P,V]]=P^2V-2PVP+VP^2$. Then

$$S=1+\frac{P^2}{4c^2}-\frac{D+P^4}{8c^4}+\dots,\qquad S^{1/2}=1+\frac A{c^2}+\frac B{c^4}+\dots,$$

$$A=\tfrac18P^2,\qquad B=-\tfrac1{16}D-\tfrac9{128}P^4 ,$$

the last coefficient being $-\frac1{16}-\frac12\cdot\frac1{64}$. Write $L_1=PX_3=\frac14(PVP-P^2V)-\frac18P^4$ and $L_2=PX_5$. At order $c^{-2}$,

$$H_2=L_1+[A,H_0]=-\tfrac18P^4-\tfrac18D, \tag{3}$$

which is the Pauli operator. Indeed $D=-\nabla^2V-2\sigma\cdot(\nabla V\times p)$; its second part is the spin-orbit term, which vanishes on $s$ functions. At order $c^{-4}$, using $S^{-1/2}=1-A/c^2+(A^2-B)/c^4$,

$$H_4=L_2+[A,L_1]+[B,H_0]-[A,H_0]A .$$

Since $[V,[V,P]]=0$, the first two terms are

$$L_2+[A,L_1]=-\tfrac1{16}P[V,P^3]-\tfrac18P^2L_1-\tfrac38L_1P^2 .$$

They contain $(\frac1{64}+\frac3{64})P^6=\frac1{16}P^6$. With $[A,H_0]A=\frac1{64}[P^2,V]P^2$, the terms containing $V$, apart from $[B,H_0]$, are

$$\tfrac3{32}P^4V-\tfrac1{32}P^3VP+\tfrac5{64}P^2VP^2-\tfrac5{32}PVP^3+\tfrac1{64}VP^4 .$$

Because $D$ commutes with $V$, $[B,H_0]=-\frac1{32}[D,P^2]-\frac9{128}[P^4,V]$, where $[D,P^2]=VP^4-P^4V-2PVP^3+2P^3VP$. Adding it makes the sum Hermitian:

$$\tfrac7{128}(P^4V+VP^4)-\tfrac3{32}(P^3VP+PVP^3)+\tfrac5{64}P^2VP^2 .$$

Expanding the commutators below reproduces these coefficients, so

$$H_4=\tfrac1{16}P^6+\tfrac3{64}\{P^2,D\}+\tfrac1{128}[P^2,[P^2,V]]. \tag{4}$$

**The second-order energy.** From $p^2\varphi=2K\varphi$ and $K'=-V'$,

$$p^4\varphi=2p^2(K\varphi)=4K^2\varphi+2(\nabla^2V)\varphi+4V'\varphi' .$$

Therefore

$$H_2\varphi=-\tfrac12K^2\varphi-\tfrac18(\nabla^2V)\varphi-\tfrac12V'\varphi' .$$

Also $(H_0-E)V\varphi=-\frac12(\nabla^2V)\varphi-V'\varphi'$. A quarter of this removes the most singular term:

$$H_2\varphi=(H_0-E)\tfrac14V\varphi+w\varphi,\qquad w=-\tfrac12K^2-\tfrac14V'\eta . \tag{5}$$

Taking the expectation value gives $E_2=\langle w\rangle$. Now use $G(H_0-E)=-Q$, once on each side of $G$:

$$E_{so}=-\tfrac14\langle H_2\varphi|QV\varphi\rangle-\tfrac14\langle V(w-E_2)\rangle+\langle wGw\rangle .$$

For any radial $F$, $(H_0-E)F\varphi=-\varphi(\rho F')'/(2\rho)$, so $\langle F\varphi|H_0-E|F\varphi\rangle=\frac12\langle F'^2\rangle$. Hence $\langle H_2\varphi|QV\varphi\rangle=\frac18\langle V'^2\rangle+\langle V(w-E_2)\rangle$, and

$$E_{so}=\langle wGw\rangle-\tfrac1{32}\langle V'^2\rangle-\tfrac12\langle V(w-E_2)\rangle . \tag{6}$$

**The first-order energy.** Writing $p^2=2(H_0-E)+2K$ between two functions $K\varphi$,

$$\tfrac1{16}\langle p^6\rangle=\tfrac14\langle K\varphi|p^2|K\varphi\rangle=\tfrac14\langle V'^2\rangle+\tfrac12\langle K^3\rangle .$$

The anticommutator gives $-\frac3{16}\langle K\nabla^2V\rangle$, and integration by parts gives $\langle K\nabla^2V\rangle=\langle V'^2\rangle-2\langle KV'\eta\rangle$. In the last term of (4), write the outer $p^2$ as $2(H_0-V)$. The commutator with $H_0$ has no expectation value, which leaves $-2\langle[V,[p^2,V]]\rangle=-4\langle V'^2\rangle$. Altogether $\frac14-\frac3{16}-\frac1{32}=\frac1{32}$, and

$$E_{fo}=\tfrac1{32}\langle V'^2\rangle+\tfrac12\langle K^3\rangle+\tfrac38\langle KV'\eta\rangle . \tag{7}$$

**What diverges.** Close to the nucleus but outside the core, $\rho\simeq4Z^3r^2(1-2Zr)$, $V'\simeq Z/r^2$ and $w\simeq-Z^2/(4r^2)$. Inside the core the leading potential is $-(Z/a)v(r/a)$. Let $\kappa=\int_0^\infty x^2v'(x)^2dx$. Then

$$\langle V'^2\rangle=\frac{4\kappa Z^5}{a}-8Z^6\ln\frac1{Za}+O(1),$$

the logarithm coming from the linear fall of the density. The product $Vw\simeq Z^3/(4r^3)$ contributes $-\frac12Z^6\ln(1/Za)$ to (6). Therefore

$$E_{so}=-\frac{\kappa Z^5}{8a}-\frac{Z^6}{4}\ln\frac1{Za}+CZ^6+o(1). \tag{8}$$

In (7) the logarithms have coefficients $-\frac14+2-\frac32=+\frac14$, and the linear term is $+\kappa Z^5/(8a)$. For $n=2$, $v=(1+x^2)^{-1/2}+\frac12(1+x^2)^{-3/2}$ and $\kappa=315\pi/1024$.

**The cancellation at finite cutoff.** Adding (6) and (7) removes $\langle V'^2\rangle$ identically. In the remaining term of (6) put $V=E-K$. Since $\langle w-E_2\rangle=0$,

$$-\tfrac12\langle V(w-E_2)\rangle=-\tfrac14\langle K^3\rangle-\tfrac18\langle KV'\eta\rangle-\tfrac12E_2\langle K\rangle .$$

The sum therefore contains $\frac14\langle K^3+KV'\eta\rangle$. Apply (2) to $F=K^2\eta$ and use (1):

$$0=\langle-2KV'\eta+K^2(\eta'+2\eta/r+2\eta^2)\rangle=\langle-2KV'\eta-2K^3+K^2\eta^2\rangle .$$

Thus $\langle K^3+KV'\eta\rangle=\frac12\langle K^2\eta^2\rangle$, and

$$E_4=\langle wGw\rangle+\tfrac18\langle K^2\eta^2\rangle-\tfrac12E_2\langle K\rangle . \tag{9}$$

This holds at each finite $a$. The logarithm has gone, and under the bounds on $|V|$ and $|V'|$ stated above the remaining dependence on the cutoff shape vanishes as $a\to0$.

**The limit.** Write the first-order function as $f\varphi$. The equation $(E-H_0)f\varphi=(w-E_2)\varphi$ becomes

$$(\rho f')'=2\rho(w-E_2),\qquad \langle wGw\rangle=-\tfrac12\langle f'^2\rangle . \tag{10}$$

As $|w|$ is bounded by a constant times $1/r^2$ near the nucleus, integration gives $|f'|$ bounded by a constant times $1/r$. The integrand $\rho f'^2$ stays bounded there, so the limit may be taken inside the integral. With $E_2\to-Z^4/8$,

$$w-E_2\to\frac{Z^3}{2r}-\frac{Z^2}{4r^2} .$$

Up to the factor $4Z^3$, (10) then reads

$$(r^2e^{-2Zr}f')'=(Z^3r-\tfrac12Z^2)e^{-2Zr}=\left(-\tfrac12Z^2re^{-2Zr}\right)' .$$

Thus $f'=-Z^2/(2r)$. Since $\langle1/r^2\rangle=2Z^2$, $\langle wGw\rangle=-Z^6/4$.

The same number follows from known levels. Adding $g(w-E_2)$ to $H_0$ changes the charge to $Z-gZ^3/2$ and the angular momentum to $l(l+1)=-gZ^2/2$. With $x=gZ^2$, $l+1=\frac12(1+\sqrt{1-2x})=1-\frac x2-\frac{x^2}4+\dots$, so

$$-\frac{(Z-gZ^3/2)^2}{2(l+1)^2}=-\frac{Z^2}2\left(1+\frac{x^2}2+\dots\right),$$

whose $g^2$ coefficient is again $-Z^6/4$.

Finally $\eta\to-Z$, $\langle K\rangle\to Z^2/2$ and $\langle K^2\rangle\to Z^4/4-Z^4+2Z^4=5Z^4/4$. Equation (9) becomes

$$E_4\to Z^6\left(-\frac14+\frac5{32}+\frac1{32}\right)=-\frac{Z^6}{16}. \tag{11}$$

## Second derivation: the ratio of the Dirac components

The same coefficient can be obtained without constructing any operator of order $c^{-4}$. Let $\mathcal E$ be the Dirac energy in the regular potential and $\mathcal K=\mathcal E-V$. For a 1s state with upper radial function $g$, write the lower component as

$$\chi=-\frac i{2c}\,\sigma\cdot\hat r\,q\,g .$$

Since $Pg=-i\sigma\cdot\hat r\,g'$, the lower Dirac equation $(2c^2+\mathcal K)\chi=cPg$ gives $g'=(1+\mathcal K/2c^2)qg$. Since $P(\sigma\cdot\hat r\,F)=-i(F'+2F/r)$, the upper equation $\mathcal Kg=cP\chi$ gives $(qg)'+2qg/r=-2\mathcal Kg$. Eliminating $g'$,

$$q'+\frac{2q}{r}+\left(1+\frac{\mathcal K}{2c^2}\right)q^2=-2\mathcal K . \tag{12}$$

Insert $\mathcal E=E+E_2/c^2+E_4/c^4+\dots$ and $q=\eta+q_1/c^2+q_2/c^4+\dots$. The zeroth order is (1). The next order is

$$q_1'+\frac{2q_1}{r}+2\eta q_1=-2E_2-\tfrac12K\eta^2 . \tag{13}$$

By (2) the left side has zero average, so $E_2=-\frac14\langle K\eta^2\rangle$. The second order is

$$q_2'+\frac{2q_2}{r}+2\eta q_2+q_1^2+K\eta q_1+\tfrac12E_2\eta^2=-2E_4 ,$$

and averaging gives

$$E_4=-\tfrac12\left\langle q_1^2+K\eta q_1+\tfrac12E_2\eta^2\right\rangle . \tag{14}$$

Nothing here diverges. In the core the source in (13) is at most of order $Z^3/r$, so $q_1$ stays bounded, and $K$ grows no faster than $1/r$ against a density falling as $r^2$. In the limit, $E_2=-Z^4/8$ and (13) becomes

$$(r^2e^{-2Zr}q_1)'=\tfrac12Z^3(Zr^2-r)e^{-2Zr}=\left(-\tfrac14Z^3r^2e^{-2Zr}\right)' .$$

Thus $q_1=-Z^3/4$, a constant, and (14) gives

$$E_4\to-\frac12\left(\frac{Z^6}{16}+\frac{Z^6}{8}-\frac{Z^6}{16}\right)=-\frac{Z^6}{16} .$$

Equation (12) also settles the order of limits. Set $a=0$ first and try a constant $q$ with $\mathcal K=\mathcal E+Z/r$. The terms in $1/r$ and the constant terms require

$$2q+\frac{Zq^2}{2c^2}=-2Z,\qquad \left(1+\frac{\mathcal E}{2c^2}\right)q^2=-2\mathcal E .$$

With $\gamma=\sqrt{1-Z^2/c^2}$, the root that tends to $-Z$ is $q=-2c^2(1-\gamma)/Z$, so $q^2=4c^2(1-\gamma)/(1+\gamma)$. The second condition then gives $\mathcal E=-c^2(1-\gamma)$, or

$$\mathcal E=-\frac{Z^2}2-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\frac{5Z^8}{128c^6}-\dots$$

The $c^{-4}$ coefficient is the same in either order of limits.

## What each derivation assumes

Both derivations use a nodeless $s$ state in a central field. Only the operator route needs a regular $V$ while the expansion is made; in the component-ratio route every average in (14) is finite for $-Z/r$ itself. With the same regular $V$ in both, they agree before the cutoff is removed. Apply (2) to $F=K\eta$ without integrating and use (1):

$$(\rho K\eta)'=\rho(-V'\eta-2K^2+K\eta^2)=4\rho w+\rho K\eta^2 .$$

Combined with (13) this gives $2\rho(w-E_2)=(\rho q_1+\frac12\rho K\eta)'$. Comparison with (10) shows

$$f'=q_1+\tfrac12K\eta . \tag{15}$$

Hence $\langle wGw\rangle=-\frac12\langle q_1^2+K\eta q_1\rangle-\frac18\langle K^2\eta^2\rangle$. The last term cancels its counterpart in (9), and $\langle\eta^2\rangle=\langle p^2\rangle=2\langle K\rangle$ turns the rest into (14).

The operator route requires more: a Hermitian Hamiltonian, a normalization, and the same $V$ in $H_0$, $H_2$ and $H_4$. A further unitary transformation with a generator of order $c^{-2}$ would in general move terms between first and second order, so the separate energies belong to the chosen form. In return, the route displays the divergences, and (4) is not restricted to $s$ states. The component-ratio route does not need the norm of the four-component state and gives the finite sum directly, but it relies on a single radial equation and does not reveal what the Pauli operators alone would produce.

## Hydrogen-like niobium

For Nb$^{40+}$, $Z=41$ and $Z/c=0.2992$. The length $1/Z$ is 0.01291 Å, and the unit $Z^6/c^4$ is 366.53 eV. For the shape $n=2$ the $c^{-4}$ energies in eV are:

| $Za$ | second order | first order | sum |
|---|---:|---:|---:|
| 0.1 | −520.85 | 505.56 | −15.29 |
| 0.01 | −4714.86 | 4692.33 | −22.54 |
| 0.001 | −44776.21 | 44753.31 | −22.90 |

At $Za=0.01$, equation (8) with $\kappa=0.9664$ and $C=0.3669$ gives

$$366.53\,(-12.080-1.151+0.367)\ \text{eV}=-4715\ \text{eV},$$

in agreement with the table. The limit of the sum is $-366.53/16=-22.91$ eV, or $-0.8419$ hartree. The shape $n=4$ has separate terms about 1.6 times as large, $-70159.11$ and $70136.20$ eV at $Za=0.001$, but their sum is $-22.91$ eV.

At $Za=10^{-4}$ the three terms of (9) are $-91.602$, $57.239$ and $11.454$ eV. The first two differ from their limits, $-91.634$ and $57.271$ eV, by equal and opposite amounts to the digits shown. This follows from (15): $\langle wGw\rangle$ contains $-\frac18\langle K^2\eta^2\rangle$, so the core error of that average drops out.

The cutoff must be shared by all operators. Suppose the second-order energy is taken with $n=2$ and the first-order energy with $n=4$, where $\kappa=1.5209$ and $C=0.4302$, and the two lengths are adjusted so that the linear divergences cancel. The logarithms then leave $-\frac14\ln(1.5209/0.9664)=-0.113$ and the constants leave $0.3669-0.4302=-0.063$. The result is finite but wrong by $-0.177\,Z^6/c^4$, about $-65$ eV, nearly three times the true remainder.

The large separate terms are coefficients of a formal expansion, not level shifts in an extended nucleus. For $n=2$ the core depth is about $3Z/(2a)$, and its ratio to $2c^2$ is already $1.5\times0.0895/(2\times0.1)\simeq0.67$ at the largest cutoff in the table. At the smaller ones it exceeds unity, so $V/2c^2$ is not a small quantity inside the core. The coefficients of the total energy nevertheless stay bounded as this ratio grows. At every order in $1/c^2$, the terms of (12) are at most linear in $K$, and $K$ grows no faster than $1/r$, so the corrections to $q$ stay bounded and the averages stay finite as $a\to0$. The Dirac energy in the same potential differs from the sum through $c^{-4}$ by only about $-0.49$, $-1.29$ and $-1.37$ eV at the three cutoffs.

For the point nucleus the successive terms are $-22871.17$, $-511.83$ and $-22.91$ eV, with sum $-23405.91$ eV. The closed Dirac energy is $-23407.28$ eV. Of the remaining $-1.37$ eV, the $c^{-6}$ term supplies $-1.28$ eV. These figures belong to the point-nucleus Dirac model and not to the real ion: a Gaussian nuclear charge of rms radius 4.32 fm raises the Dirac level by about 0.6 eV, and radiative corrections are not included. The numerical output below also compares (4) with a numerically decoupled Dirac matrix, and the complete $E_4$ at a finite cutoff with radial Dirac eigenvalues.

## Computed values

```
decoupling test, largest H4 element error = 1.3e-06 a.u.
Dirac test Z=1, a=0.5 bohr: E4 from Dirac = -0.005432 a.u.
Dirac test: E4 from perturbation theory = -0.005432 a.u.
limit of <wGw>/Z^6, quadrature = -0.25000000
limit of <wGw>/Z^6, level formula = -0.25000000
n=2: kappa = 0.966408, C = 0.3669
n=4: kappa = 1.520921, C = 0.4302
Nb40+: Z = 41, Z/c = 0.299191
length 1/Z = 0.012907 angstrom
unit Z^6/c^4 = 366.5347 eV
n=2, Za=0.1, a = 1.2907e-03 angstrom:
  second order = -520.849 eV, first order = 505.563 eV
  sum = -15.286 eV
n=2, Za=0.01, a = 1.2907e-04 angstrom:
  second order = -4714.863 eV, first order = 4692.326 eV
  sum = -22.537 eV
n=2, Za=0.001, a = 1.2907e-05 angstrom:
  second order = -44776.211 eV, first order = 44753.312 eV
  sum = -22.900 eV
n=4, Za=0.1, a = 1.2907e-03 angstrom:
  second order = -751.408 eV, first order = 733.960 eV
  sum = -17.448 eV
n=4, Za=0.01, a = 1.2907e-04 angstrom:
  second order = -7232.851 eV, first order = 7210.081 eV
  sum = -22.770 eV
n=4, Za=0.001, a = 1.2907e-05 angstrom:
  second order = -70159.110 eV, first order = 70136.204 eV
  sum = -22.906 eV
n=2, Za=1e-4: <wGw> part = -91.602 eV
n=2, Za=1e-4: <K^2 eta^2>/8 part = 57.239 eV
n=2, Za=1e-4: -E2<K>/2 part = 11.454 eV
n=2, Za=1e-4: sum of parts = -22.908 eV
limit -Z^6/(16 c^4) = -22.9084 eV = -0.841869 hartree
nonrelativistic energy = -22871.170 eV
c^-2 energy = -511.831 eV
sum through c^-4 = -23405.910 eV
closed Dirac energy = -23407.278 eV
Dirac minus sum through c^-4 = -1.3678 eV
c^-6 term = -1.2817 eV
```
